# The Hartree Stress in a Plane-Wave Calculation and Its Trace, part 2

The problem is the stress that the Hartree energy \(E_H\) per cell contributes in a crystal with cell volume \(\Omega\) and electron number density \(\rho(\mathbf r)\). Hartree atomic units are used. A uniform positive background makes the cell neutral. \(\mathbf G\) are the reciprocal lattice vectors, identified by integer labels; \(a,b,c\) are Cartesian indices, and a prime on a sum leaves out \(\mathbf G=0\). Fourier coefficients follow

\[
\rho(\mathbf G)=\frac1\Omega\int_\Omega \rho(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

\(V(\mathbf r)\) is the Hartree potential energy of an electron, with \(V(\mathbf G)=4\pi\rho(\mathbf G)/G^2\) for \(\mathbf G\neq0\) and \(V(0)=0\). With \(N_{\mathbf G}\equiv\Omega\rho(\mathbf G)\),

\[
E_H=\frac\Omega2{\sum_{\mathbf G}}'\frac{4\pi|\rho(\mathbf G)|^2}{G^2}
=\frac1{2\Omega}{\sum_{\mathbf G}}'\frac{4\pi|N_{\mathbf G}|^2}{G^2}.
\]

A homogeneous strain \(\epsilon_{ab}\) carries \(\mathbf r\) to \(F\mathbf r\), with \(F_{ab}=\delta_{ab}+\epsilon_{ab}\); uniform scaling is \(F=\lambda 1\). At fixed labels,

\[
\frac{\partial G^2}{\partial\epsilon_{ab}}=-2G_aG_b .
\]

The orbital with band index \(i\) and wave vector \(\mathbf k\) has plane-wave coefficients \(c_{i\mathbf k}(\mathbf G)\), normalised by \(\sum_{\mathbf G}|c_{i\mathbf k}(\mathbf G)|^2=1\). At fixed coefficients and occupations the electrons stretch with the cell and \(N_{\mathbf G}\) is independent of strain. The stress, positive for tension, and the pressure are

\[
\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\epsilon_{ab}}\bigg|_{\epsilon=0},
\qquad P=-\frac13\mathrm{tr}\,\sigma .
\]

The Hartree stress found under these conditions is

\[
\sigma^H_{ab}=-\delta_{ab}\frac{E_H}\Omega+S_{ab},
\qquad
S_{ab}={\sum_{\mathbf G}}'4\pi|\rho(\mathbf G)|^2\frac{G_aG_b}{G^4},
\]

with \(\mathrm{tr}\,\sigma^H=-E_H/\Omega\). The same stress follows in real space from pairs of conserved charge elements at separation \(\mathbf r\), summed over neutral units, with the kernel

\[
\frac{\partial}{\partial\epsilon_{ab}}\frac1r=-\frac{r_ar_b}{r^3}.
\]

## Field picture, numerical example and the total stress

The symbols needed from the first half are these. The density \(\rho\) has Fourier coefficients \(\rho(\mathbf G)\), and the numbers \(N_{\mathbf G}=\Omega\rho(\mathbf G)\) stay fixed when the electrons are stretched along with the cell. The Hartree potential energy has coefficients \(V(\mathbf G)=4\pi\rho(\mathbf G)/G^2\), and \(V(0)=0\). With \(\sigma_{ab}=\Omega^{-1}\partial E/\partial\epsilon_{ab}\), tension positive, the results are

\[
\sigma^H_{ab}=-\delta_{ab}\frac{E_H}\Omega+S_{ab},
\qquad
S_{ab}={\sum_{\mathbf G}}'4\pi|\rho(\mathbf G)|^2\frac{G_aG_b}{G^4},
\qquad
\mathrm{tr}\,\sigma^H=-\frac{E_H}\Omega .
\]

Both terms have a direct meaning in terms of the electric field, whose components are \(\pm\partial_aV\) according to the sign given to the charge. The sign drops out of products of two components. Let angle brackets denote the average over the cell. The coefficients of \(\partial_aV\) are \(iG_aV(\mathbf G)\), and the average of a product pairs \(\mathbf G\) with \(-\mathbf G\):

\[
\langle\partial_aV\,\partial_bV\rangle
={\sum_{\mathbf G}}'\,[iG_aV(\mathbf G)]\,[-iG_bV(-\mathbf G)]
={\sum_{\mathbf G}}'G_aG_b|V(\mathbf G)|^2 .
\]

Here \(i\cdot(-i)=1\) and \(V(-\mathbf G)=V(\mathbf G)^*\) were used. Since \(|V(\mathbf G)|^2=16\pi^2|\rho(\mathbf G)|^2/G^4\), division by \(4\pi\) gives \(S_{ab}\). Half the trace of \(S\) is \(E_H/\Omega\), so that

\[
S_{ab}=\frac{\langle\partial_aV\,\partial_bV\rangle}{4\pi},
\qquad
\frac{E_H}\Omega=\frac{\langle|\nabla V|^2\rangle}{8\pi},
\]

\[
\sigma^H_{ab}=\frac1{4\pi}\Big\langle\partial_aV\,\partial_bV-\tfrac12\delta_{ab}|\nabla V|^2\Big\rangle .
\]

This is the cell average of the Maxwell stress tensor of electrostatics. Where the field points along \(x\), the bracket is positive for \(xx\) and negative for \(yy\) and \(zz\): there is tension along the field and pressure across it.

A single density wave shows the signs with little arithmetic. Take

\[
\rho(\mathbf r)=\bar\rho+2A\cos(Gx),
\]

so that the two coefficients at \(\pm G\hat{\mathbf x}\) are both \(A\). They give

\[
\frac{E_H}\Omega=\frac12\cdot2\cdot\frac{4\pi A^2}{G^2}=\frac{4\pi A^2}{G^2},
\qquad
S_{xx}=2\cdot\frac{4\pi A^2}{G^2}=\frac{2E_H}\Omega ,
\]

and all other components of \(S\) vanish. The normal stresses along \(x\), \(y\) and \(z\) are then \(+1\), \(-1\) and \(-1\) times \(E_H/\Omega\). For a wavelength of 10 bohr, \(G=2\pi/10=0.6283\) bohr\(^{-1}\). With \(A=0.01\) bohr\(^{-3}\),

\[
\frac{E_H}\Omega=\frac{4\pi(0.01)^2}{(0.6283)^2}=3.183\times10^{-3}\ \text{hartree/bohr}^3 .
\]

The mean density of 0.05 bohr\(^{-3}\) keeps \(\rho\) positive and does not enter the result.

The tension along \(x\) may seem odd for electrons that repel one another, but the energy of the wave includes the background. Stretch the cell along \(x\) by a factor \(\lambda\). The volume grows by \(\lambda\), while \(A\) and \(G\) both fall by \(\lambda\), so \(A^2/G^2\) is unchanged and \(E_H\) rises in proportion to \(\lambda\). The same excess and deficit of charge per unit area have been pulled further apart. Stretching along \(y\) instead leaves \(G\) alone. The volume again grows by \(\lambda\), \(A^2\) falls by \(\lambda^2\), and \(E_H\) falls as \(1/\lambda\). These two laws give the stresses \(+E_H/\Omega\) and \(-E_H/\Omega\) found above.

A density without special symmetry tests all components. A model crystal has lattice vectors \((6,0,0)\), \((1,7,0)\) and \((0,1,8)\) bohr, so its volume is \(6\cdot7\cdot8=336\) bohr\(^3\). It contains two Gaussian electron clouds. One holds 2 electrons, has a standard deviation of 0.8 bohr in each direction and sits at the origin. The other holds 4 electrons, has a standard deviation of 1.0 bohr and sits at the fractional position \((0.3,0.4,0.5)\). The sum over reciprocal vectors gives \(E_H=1.5936\) hartree, hence

\[
\frac{E_H}\Omega=\frac{1.5936}{336}=4.743\times10^{-3}\ \text{hartree/bohr}^3 .
\]

In units of \(10^{-3}\) hartree/bohr\(^3\), the directional sum is

\[
S=\begin{pmatrix}
2.912&-0.084&0.020\\
-0.084&3.446&0.272\\
0.020&0.272&3.128
\end{pmatrix}.
\]

Its trace is \(2.912+3.446+3.128=9.486\), twice the energy density. Subtracting 4.743 from each diagonal entry gives, in the same units,

\[
\begin{aligned}
\sigma^H_{xx}&=2.912-4.743=-1.831,\\
\sigma^H_{yy}&=3.446-4.743=-1.297,\\
\sigma^H_{zz}&=3.128-4.743=-1.615,
\end{aligned}
\]

while the shear components are those of \(S\). The three normal stresses add up to \(-4.743\), as the trace relation demands. The pressure is a third of the energy density, \(1.581\times10^{-3}\) hartree/bohr\(^3\), or 46.5 GPa. Among the three coordinate axes, the compressive stress is weakest along \(y\) because \(S_{yy}\) is the largest diagonal entry, which by the field formula means that the \(y\) component of the field has the largest mean square.

The numerical check compares this tensor with energy differences for all nine strain components, with a real-space sum over the kernel \(-r_ar_b/r^3\), and with the averaged Maxwell tensor. It also expands the whole crystal by a factor 1.1, clouds included. The energy falls to 1.4487 hartree, which is \(1.5936/1.1\).

The stretching of the clouds is an essential condition. Suppose that part of the charge keeps its shape while the lattice is strained. Then \(N_{\mathbf G}\) depends on strain, and the derivative of \(E_H\) gains a term. From \(|N_{\mathbf G}|^2=N^*_{\mathbf G}N_{\mathbf G}\) one has \(\partial|N_{\mathbf G}|^2=2\,\mathrm{Re}(N^*_{\mathbf G}\,\partial N_{\mathbf G})\), and therefore

\[
\frac1\Omega\frac{\partial E_H}{\partial\epsilon_{ab}}
=\sigma^H_{ab}+\frac1{\Omega^2}{\sum_{\mathbf G}}'\frac{4\pi}{G^2}\,
\mathrm{Re}\!\left(N^*_{\mathbf G}\frac{\partial N_{\mathbf G}}{\partial\epsilon_{ab}}\right).
\]

For one rigid Gaussian cloud of charge \(q\) and width \(s\) at the origin, \(N_{\mathbf G}=q\,e^{-G^2s^2/2}\). Under uniform expansion \(G\) is proportional to \(1/\lambda\), so \(dG^2/d\ln\lambda=-2G^2\) and

\[
\frac{dN_{\mathbf G}}{d\ln\lambda}=s^2G^2N_{\mathbf G}.
\]

Every term of the correction to the trace is then positive. With two clouds the cross terms can have either sign, and the total has to be computed. If the two clouds of the example move apart with the lattice but keep their shapes, the trace of the energy derivative per volume is \(+9.373\times10^{-3}\) hartree/bohr\(^3\) instead of \(-4.743\times10^{-3}\). The correction amounts to \(14.116\times10^{-3}\) and reverses the sign. The augmentation charges of ultrasoft pseudopotentials and of the projector augmented-wave method are attached to the atoms with a fixed radial shape. They do not simply stretch with the cell, so the derivative of the Hartree energy gains a term of this form. In these methods the overlap operator that normalises the orbitals depends on strain as well, so the variational argument below, which uses a normalisation independent of strain, needs a further term there.

In a self-consistent calculation the coefficients \(c_{i\mathbf k}(\mathbf G)\) do not stay fixed when the cell is strained; they relax. That the formula is still the right one for the total stress follows from the variational principle. Consider the Hartree approximation, without exchange and correlation, for two electrons of opposite spin in one orbital at \(\mathbf k=0\). Its coefficients are written \(c_{\mathbf G}\), and \(v_{\mathbf G}\) are the Fourier coefficients of an external potential. The total energy per cell is

\[
E=2\sum_{\mathbf G}\tfrac12G^2|c_{\mathbf G}|^2+\sum_{\mathbf G}v_{-\mathbf G}N_{\mathbf G}+E_H,
\qquad
N_{\mathbf G}=2\sum_{\mathbf G'}c^*_{\mathbf G'}c_{\mathbf G'+\mathbf G}.
\]

Let the coefficients change by \(\delta c_{\mathbf G}\) at fixed strain. Because \(|N_{\mathbf G}|^2=N_{\mathbf G}N_{-\mathbf G}\) and the sum contains both signs of \(\mathbf G\), the two factors contribute equally to the variation of the Hartree energy:

\[
\delta E_H=\frac1\Omega{\sum_{\mathbf G}}'\frac{4\pi N_{-\mathbf G}}{G^2}\,\delta N_{\mathbf G}
=\sum_{\mathbf G}V(-\mathbf G)\,\delta N_{\mathbf G}.
\]

The potential \(V\) thus enters just as \(v\) does. Inserting \(\delta N_{\mathbf G}\) and collecting the factor that multiplies \(\delta c^*_{\mathbf G}\) gives

\[
\frac{\partial E}{\partial c^*_{\mathbf G}}
=2\Big[\tfrac12G^2c_{\mathbf G}+\sum_{\mathbf G'}\big(v_{\mathbf G-\mathbf G'}+V(\mathbf G-\mathbf G')\big)c_{\mathbf G'}\Big]
=2\varepsilon\,c_{\mathbf G}.
\]

The last equality is the self-consistent Hartree equation with orbital energy \(\varepsilon\). When the strain changes, the response of the coefficients alters the total energy to first order by

\[
\sum_{\mathbf G}\big(2\varepsilon\,c_{\mathbf G}\,\delta c^*_{\mathbf G}+2\varepsilon\,c^*_{\mathbf G}\,\delta c_{\mathbf G}\big)
=2\varepsilon\,\delta\sum_{\mathbf G}|c_{\mathbf G}|^2=0,
\]

because the normalisation contains no volume and is the same in the strained cell. The derivative of the relaxed total energy equals the derivative at fixed coefficients, and this is a sum of separate stresses, one of them \(\sigma^H\). With several orbitals at fixed occupations the argument is the same, orthonormality taking the place of the single normalisation. An exchange-correlation functional adds its own potential to the orbital equation and its own stress to the sum.

The cancellation applies to the total energy. The Hartree energy alone is not stationary, so its derivative along the relaxed path is in general not \(\sigma^H\). The two can still agree in special cases, for instance for a uniform density or for components that vanish by symmetry. A numerical model shows the difference. It uses the cell of the previous example, 125 plane waves and an external potential whose coefficients are \(-0.15\) hartree for the labels 100, 010 and 001 and \(-0.10\) hartree for 110, with equal values at the opposite labels. These coefficients are held fixed under strain, so the potential stretches with the cell. At fixed \(c_{\mathbf G}\) the external energy \(\sum_{\mathbf G}v_{-\mathbf G}N_{\mathbf G}\) then does not change, and it gives no stress. The kinetic stress follows from \(\partial G^2/\partial\epsilon_{ab}=-2G_aG_b\):

\[
\sigma^T_{ab}=-\frac2\Omega\sum_{\mathbf G}|c_{\mathbf G}|^2G_aG_b .
\]

The self-consistent Hartree energy is 0.1370 hartree. In units of \(10^{-4}\) hartree/bohr\(^3\), kinetic and Hartree stress add up to

\[
\begin{aligned}
xx:&\quad -7.517-1.915=-9.432,\\
zz:&\quad -3.666-1.123=-4.789,\\
xy:&\quad -0.645+0.033=-0.612 .
\end{aligned}
\]

Differences of the relaxed total energy give the same three sums. The relaxed Hartree energy by itself has the \(xx\) derivative \(+2.123\) in these units, where \(\sigma^H_{xx}\) is \(-1.915\). The response of the orbital thus contributes \(2.123+1.915=4.038\) to the Hartree part. By the stationarity just shown, the kinetic and external energies together must receive \(-4.038\) from the same response.

The positive sign of this response agrees with a rough estimate. For a weak potential, and with the Hartree potential neglected in the orbital equation, first-order perturbation theory from the uniform orbital \(c_0=1\) gives \(c_{\mathbf G}=-v_{\mathbf G}/(\frac12G^2)\). Both \(c_{\mathbf G}\) and \(c^*_{-\mathbf G}\) enter \(N_{\mathbf G}\), so

\[
N_{\mathbf G}\approx2\,(c_{\mathbf G}+c^*_{-\mathbf G})=-\frac{8v_{\mathbf G}}{G^2}.
\]

Stretching the cell along \(x\) lowers \(G^2\) for every \(\mathbf G\) with an \(x\) component, which in this estimate increases \(|N_{\mathbf G}|\) and adds a positive term to the derivative of the Hartree energy. The potential in the model is not weak: for the label 001, \(G=2\pi/8\) bohr\(^{-1}\) and the estimate gives \(N_{\mathbf G}\approx1.9\), close to the upper bound \(N_0=2\). The neglected Hartree potential is not small either, however weak \(v\) is: replacing \(v_{\mathbf G}\) by \(v_{\mathbf G}+4\pi N_{\mathbf G}/(\Omega G^2)\) in the same first-order step divides \(N_{\mathbf G}\) by \(1+32\pi/(\Omega G^4)\), which is 1.79 for the label 001. The vector with this label points along \(z\), so in the unscreened estimate it does not respond to a stretch along \(x\). The factor, however, contains \(\Omega\), which grows under that stretch, so vectors without an \(x\) component respond as well once the Hartree potential is kept. The estimate therefore does not establish the cause of the sign in the model, where the value 4.038 rests on the computation alone.

Two further conditions concern what is held fixed. The derivative was taken with a fixed set of integer plane-wave labels. If a calculation instead selects its plane waves by a fixed kinetic-energy cutoff, every nonzero \(G^2\) becomes smaller in a uniformly expanded cell, and further labels are admitted whenever the kinetic energy of a plane wave drops below the cutoff. The minimum energy over the larger set is at or below that over the original one. As long as no label crosses the cutoff, energies at fixed cutoff and at fixed labels coincide. When the set of labels changes, the energy at fixed cutoff can jump to another curve unless the basis is converged, and differences taken across such a change need not reproduce the stress.

The other condition is the omission of \(\mathbf G=0\). In a neutral crystal with ions, the divergent terms of the electron-electron, electron-ion and ion-ion energies carry at \(\mathbf G=0\) the combined factor \((N_0-Z)^2\), where \(Z\) is the ionic charge per cell, and this factor vanishes. Any finite remainder left by the short-range shape of the pseudopotentials belongs to the electron-ion energy, and its strain derivative has to be counted there and not in \(\sigma^H\).

## Computed values

```
Stress unit below: hartree/bohr^3, unless stated
MODEL CRYSTAL; lattice vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [0.0, 1.0, 8.0]]
cloud charges (electrons): [2.0, 4.0]
cloud widths (bohr): [0.8, 1.0]
cloud fractional positions: [[0.0, 0.0, 0.0], [0.3, 0.4, 0.5]]
grid points per axis: 24; strain step: 1e-04
volume (bohr^3): 336.0000; electrons: 6.000000
E_H from G sum (hartree): 1.593624109
E_H from real-space sum (hartree): 1.593624109
E_H/volume: 0.004742929
directional G sum:
    0.002911655  -0.000083890   0.000020458
   -0.000083890   0.003446209   0.000272050
    0.000020458   0.000272050   0.003127994
Hartree stress from formula:
   -0.001831274  -0.000083890   0.000020458
   -0.000083890  -0.001296720   0.000272050
    0.000020458   0.000272050  -0.001614935
Hartree stress from energy differences:
   -0.001831274  -0.000083890   0.000020458
   -0.000083890  -0.001296720   0.000272050
    0.000020458   0.000272050  -0.001614935
Hartree stress from real-space sum:
   -0.001831274  -0.000083890   0.000020458
   -0.000083890  -0.001296720   0.000272050
    0.000020458   0.000272050  -0.001614935
largest formula-difference error: 1.9e-11
largest Maxwell-average error: 5.8e-11
largest change of volume*rho(G) (electrons): 3.6e-15
trace of directional sum: 0.009485858
trace of stress: -0.004742929
Hartree pressure: 0.001580976
Hartree pressure (GPa): 46.514
E_H at length scale 1.1 (hartree): 1.448749190
trace if clouds keep their shape: 0.009372757
COSINE WAVE; length (bohr): 10.0, A (bohr^-3): 0.01
mean density (bohr^-3): 0.05; G (1/bohr): 0.628319
E_H/volume: 0.003183099
stress xx, yy, zz: 0.003183099 -0.003183099 -0.003183099
SELF-CONSISTENT MODEL; same cell, 2 electrons, Gamma point
plane waves: 125; strain step: 2e-04
external coefficients (hartree): 100, 010, 001: -0.15 ; 110: -0.1
total energy (hartree): -0.49381569
kinetic energy (hartree): 0.29577560
Hartree energy (hartree): 0.13701088
xx: kinetic -0.000751663, Hartree -0.000191490, sum -0.000943153
    total-energy derivative/volume -0.000943153
    relaxed E_H derivative/volume 0.000212301
zz: kinetic -0.000366643, Hartree -0.000112292, sum -0.000478935
    total-energy derivative/volume -0.000478935
    relaxed E_H derivative/volume 0.000172848
xy: kinetic -0.000064462, Hartree 0.000003268, sum -0.000061194
    total-energy derivative/volume -0.000061194
    relaxed E_H derivative/volume 0.000019936
```
